\section*{Second-order effective permittivity of a lamellar grating in transverse-electric polarization}

\section{What scaling and symmetry fix}

A lamellar grating has pitch $\Lambda$, lines of width $a=f\Lambda$ and permittivity $\varepsilon_1$, and spaces of width $b=g\Lambda$ and permittivity $\varepsilon_2$, where $g=1-f$ and $0<f<1$. Let $x$ run across the lines, $y$ along them and $z$ down the grooves. Both media are nonmagnetic, and permittivities are relative to vacuum. In transverse-electric (TE) polarization the electric field points along $y$. A mode has the form $E(x)e^{i\beta z}$, and Maxwell's equations reduce to
\begin{equation}
E''+k_0^2[\varepsilon(x)-\varepsilon]E=0,\qquad k_0=\frac{2\pi}{\lambda},\qquad \varepsilon=\frac{\beta^2}{k_0^2}, \label{wave}
\end{equation}
with $E$ and $E'$ continuous at each wall and $\lambda$ the vacuum wavelength. The number $\varepsilon$ is the permittivity of a uniform medium with the same $\beta$.

Write $\Delta=\varepsilon_1-\varepsilon_2$, $r=\Lambda/\lambda$, $\bar\varepsilon=f\varepsilon_1+g\varepsilon_2$ and $\eta=\varepsilon-\bar\varepsilon$. Since $\varepsilon_1-\bar\varepsilon=g\Delta$ and $\varepsilon_2-\bar\varepsilon=-f\Delta$, the variable $u=x/\Lambda$ turns (\ref{wave}) into
\begin{equation}
\frac{d^2E}{du^2}+4\pi^2\left[r^2\Delta\,s(u)-r^2\eta\right]E=0,
\end{equation}
where $s=g$ in a line and $s=-f$ in a space. The eigenvalue $r^2\eta$ can therefore depend only on $r^2\Delta$ and $f$. If it has a power series and $\eta\to0$ as $r\to0$, both of which are proved below, then
\begin{equation}
\eta=C_1(f)\Delta^2r^2+C_2(f)\Delta^3r^4+C_3(f)\Delta^4r^6+\dots \label{form}
\end{equation}
Exchanging the names of line and space changes $f$ into $1-f$ and $\Delta$ into $-\Delta$, but leaves $\eta$ unchanged. Hence $C_1$ and $C_3$ are symmetric about $f=1/2$, while $C_2$ is antisymmetric and vanishes there. What remains is to find the coefficients.

\section{The theorem}

\paragraph{Theorem.} Let the Bloch wavevector $K$ across the lines be zero, and let $\varepsilon_1,\varepsilon_2$ be fixed, real or complex. For small $r$ there is one mode whose $\varepsilon$ stays bounded as $r\to0$. Its field tends to a uniform field, and
\begin{equation}
\varepsilon=\bar\varepsilon+\frac{\pi^2}{3}f^2g^2\Delta^2r^2+\frac{4\pi^4}{45}(1-2f)f^3g^3\Delta^3r^4+O(r^6). \label{main}
\end{equation}

The term in $r^2$ is the effective-permittivity correction. For $f\ne1/2$ and sufficiently small $r$, the next term estimates the error made by stopping there. The proof uses two lemmas.

\section{The mode condition and its factors}

\paragraph{Lemma 1.} With $k_j^2=k_0^2(\varepsilon_j-\varepsilon)$, $A=k_1a/2$ and $B=k_2b/2$,
\begin{align}
1-\cos K\Lambda={}&2\cos^2\!A\cos^2\!B\,(k_1\tan A+k_2\tan B)\nonumber\\
&\times\left(\frac{\tan A}{k_1}+\frac{\tan B}{k_2}\right). \label{factor}
\end{align}

\paragraph{Proof.} In a layer of width $w$, the solution of $E''=-k^2E$ carries the pair $(E,E')$ across by the matrix
\begin{equation}
M(k,w)=\begin{pmatrix}\cos kw & k^{-1}\sin kw\\ -k\sin kw & \cos kw\end{pmatrix},
\end{equation}
whose determinant is one. Over a full period the matrix is $M(k_2,b)M(k_1,a)$. Bloch's condition makes $e^{iK\Lambda}$ an eigenvalue. The other is $e^{-iK\Lambda}$, because the determinant is one, so the trace is $2\cos K\Lambda$. Adding the two diagonal elements of the product gives
\begin{equation}
\cos K\Lambda=\cos 2A\cos 2B-\frac12\left(\frac{k_1}{k_2}+\frac{k_2}{k_1}\right)\sin 2A\sin 2B. \label{dispersion}
\end{equation}
Substituting $\cos2A=\cos^2\!A-\sin^2\!A$ and $1=(\cos^2\!A+\sin^2\!A)(\cos^2\!B+\sin^2\!B)$, and the same for $\cos 2B$, gives
\begin{equation}
1-\cos2A\cos2B=2\sin^2\!A\cos^2\!B+2\cos^2\!A\sin^2\!B .
\end{equation}
Also $\sin2A\sin2B=4\sin A\cos A\sin B\cos B$. Taking out $2\cos^2\!A\cos^2\!B$, we obtain
\begin{equation}
1-\cos K\Lambda=2\cos^2\!A\cos^2\!B\left[\tan^2\!A+\tan^2\!B+\left(\frac{k_1}{k_2}+\frac{k_2}{k_1}\right)\tan A\tan B\right].
\end{equation}
Multiplying out the two brackets in (\ref{factor}) gives the same four terms. $\square$

The first bracket belongs to fields that are even about the layer centres. Put $x=0$ at the centre of a line. The field is proportional to $\cos k_1x$ in the line and to $\cos k_2(x-\Lambda/2)$ in the next space. At the wall $x=a/2$ the ratio $E'/E$ is $-k_1\tan A$ on one side and $+k_2\tan B$ on the other. Equating them gives
\begin{equation}
k_1\tan A+k_2\tan B=0. \label{even}
\end{equation}
Sines in place of cosines give the second bracket, so that one belongs to odd fields.

\paragraph{Lemma 2.} For small $r$ there is one bounded root $\varepsilon$ at $K=0$. It solves (\ref{even}), it is an analytic function of $r^2$, and it tends to $\bar\varepsilon$.

\paragraph{Proof.} Let $\varepsilon$ stay in a bounded region. Then $A$ and $B$ tend to zero with $r$, so neither cosine in (\ref{factor}) vanishes. The odd factor tends to $a/2+b/2=\Lambda/2$; more precisely, its ratio to $\Lambda/2$ tends to one, so it has no root in the region. For the even factor define
\begin{equation}
H=\frac{2}{k_0^2\Lambda}(k_1\tan A+k_2\tan B),\qquad q=(k_0\Lambda)^2=4\pi^2r^2 .
\end{equation}
Since $k\tan(kw/2)$ is even in $k$, its series contains $k^2$ but no square root of it. The choice of sign for $k_j$ is therefore immaterial, and $H$ is analytic in $\varepsilon$ and $q$ near $q=0$. At $q=0$ it equals
\begin{equation}
H=f(\varepsilon_1-\varepsilon)+g(\varepsilon_2-\varepsilon)=\bar\varepsilon-\varepsilon .
\end{equation}
This has one root, with slope $-1$. The implicit function theorem continues it analytically in $q$, and uniform convergence of $H$ excludes any other root in the bounded region. $\square$

Because $A,B\to0$ at this root, the cosines describing the field tend to constants, and continuity makes the constants equal. This is the uniform field named in the theorem.

\section{Expansion of the mode condition}

\paragraph{Proof of the theorem.} Use $\tan t=t+t^3/3+2t^5/15+O(t^7)$. For the line,
\begin{equation}
k_1\tan\frac{k_1a}{2}=\frac{k_1^2a}{2}+\frac{k_1^4a^3}{24}+\frac{k_1^6a^5}{240}+\dots
\end{equation}
Put $d_j=\varepsilon_j-\varepsilon$, so that $k_j^2=k_0^2d_j$. Multiplying by $2/(k_0^2\Lambda)$ and adding the space gives
\begin{align}
0={}&fd_1+gd_2+\frac{q}{12}\left(f^3d_1^2+g^3d_2^2\right)\nonumber\\
&+\frac{q^2}{120}\left(f^5d_1^3+g^5d_2^3\right)+O(q^3). \label{series}
\end{align}
Set $\varepsilon=\bar\varepsilon+c_1q+c_2q^2+O(q^3)$. Then
\begin{equation}
d_1=g\Delta-c_1q+O(q^2),\qquad d_2=-f\Delta-c_1q+O(q^2),
\end{equation}
and the linear part of (\ref{series}) is $\bar\varepsilon-\varepsilon=-c_1q-c_2q^2+O(q^3)$. In the quadratic bracket, $f+g=1$ gives
\begin{align}
f^3d_1^2+g^3d_2^2
&=f^2g^2(f+g)\Delta^2-2c_1q\,fg(f^2-g^2)\Delta+O(q^2)\nonumber\\
&=f^2g^2\Delta^2-2c_1q\,fg(f-g)\Delta+O(q^2).
\end{align}
In the cubic bracket the leading value suffices:
\begin{equation}
f^5g^3\Delta^3-g^5f^3\Delta^3=f^3g^3(f-g)\Delta^3 .
\end{equation}
The coefficient of $q$ in (\ref{series}) must vanish, hence
\begin{equation}
c_1=\frac{f^2g^2\Delta^2}{12}.
\end{equation}
The coefficient of $q^2$ gives
\begin{align}
c_2&=-\frac{c_1}{6}fg(f-g)\Delta+\frac{1}{120}f^3g^3(f-g)\Delta^3\nonumber\\
&=\left(-\frac1{72}+\frac1{120}\right)f^3g^3(f-g)\Delta^3
=\frac{(1-2f)f^3g^3\Delta^3}{180}.
\end{align}
The last step uses $-1/72+1/120=-1/180$ and $g-f=1-2f$. Inserting $q=4\pi^2r^2$ and $q^2=16\pi^4r^4$ yields (\ref{main}). $\square$

\paragraph{Corollary (equal lines and spaces).} At $f=1/2$,
\begin{equation}
\varepsilon=\frac{\varepsilon_1+\varepsilon_2}{2}+\frac{\pi^2}{48}\Delta^2r^2-\frac{\pi^6}{24192}\Delta^4r^6+O(r^{10}). \label{half}
\end{equation}

\paragraph{Proof.} The next term of the tangent, $17t^7/315$, adds $(17q^3/20160)(f^7d_1^4+g^7d_2^4)$ to (\ref{series}). Here $d_1=\Delta/2-\eta$ and $d_2=-\Delta/2-\eta$. Through order $q^3$ the condition is
\begin{equation}
\eta=\frac{q}{96}\left(\frac{\Delta^2}{2}+2\eta^2\right)-\frac{q^2}{2560}\Delta^2\eta+\frac{17q^3\Delta^4}{20643840}.
\end{equation}
The first approximation is $\eta=q\Delta^2/192$. Putting it into the right side gives the $q^3$ coefficient
\begin{equation}
\frac{\Delta^4}{65536}\left(\frac1{27}-\frac2{15}+\frac{17}{315}\right)=-\frac{\Delta^4}{1548288}.
\end{equation}
Multiplication by $q^3=64\pi^6r^6$ gives (\ref{half}). By the exchange symmetry, $\eta$ is even in $\Delta$ at $f=1/2$, so (\ref{form}) excludes the powers $r^4$ and $r^8$. $\square$

\section{Meaning and limits of the correction}

\paragraph{Remark 1 (virtual diffraction orders).} Expand the periodic field as $E=1+\sum_{m\ne0}E_me^{2\pi imx/\Lambda}$, and let $\varepsilon_m$ be the Fourier coefficients of $\varepsilon(x)$. To leading order, component $m$ of (\ref{wave}) reads $-m^2E_m/r^2+\varepsilon_m=0$, so $E_m=r^2\varepsilon_m/m^2$. The zeroth component then gives
\begin{equation}
\varepsilon-\bar\varepsilon=\sum_{m\ne0}\varepsilon_{-m}E_m=r^2\sum_{m\ne0}\frac{\varepsilon_m\varepsilon_{-m}}{m^2}. \label{orders}
\end{equation}
For real permittivities, $\varepsilon_{-m}$ is the conjugate of $\varepsilon_m$, and every term is non-negative. The field is slightly stronger where the permittivity is higher, which raises $\varepsilon$ above the average.

The sum can be done without a table. Let $\phi$ have zero mean and $\phi'=\varepsilon(x)-\bar\varepsilon$. Its Fourier coefficients are $\Lambda\varepsilon_m/(2\pi im)$, so the sum in (\ref{orders}) is $4\pi^2/\Lambda^2$ times the mean of $\phi^2$. This $\phi$ is a triangular wave with total swing $P=g\Delta\,f\Lambda$. On each straight piece it runs evenly between $-P/2$ and $P/2$, so its mean square is $P^2/12$. The result is again $\pi^2f^2g^2\Delta^2/3$.

\paragraph{Remark 2 (when the expansion fails).} By (\ref{form}), the expansion parameter at fixed $f$ is $r^2\Delta$, not $r$ alone. A small pitch does not suffice if $|\Delta|$ is large, as in a good metal. With absorption $\Delta^2$ can be complex, and the real part of the correction may be negative.

\paragraph{Remark 3 (oblique incidence).} Let the plane of incidence be perpendicular to the lines, with $K=k_0\sin\theta$. A uniform medium obeys $\beta^2/k_0^2+\sin^2\theta=\varepsilon$, which defines the effective value here. The denominator $m^2$ in (\ref{orders}) becomes $(m+r\sin\theta)^2-(r\sin\theta)^2=m^2+2mr\sin\theta$. For a symmetric line the orders $\pm m$ have equal weight, and their mean is
\begin{equation}
\frac12\left(\frac1{m^2+2mr\sin\theta}+\frac1{m^2-2mr\sin\theta}\right)=\frac{1}{m^2-4r^2\sin^2\theta}.
\end{equation}
The first orders are thus enhanced by a relative amount of about $4r^2\sin^2\theta$. The effect on $\varepsilon$ is of order $r^4$.

\paragraph{Remark 4 (a film of finite height).} The theorem concerns a mode deep inside the grating. At a face, order $m$ must join a decaying field outside. To leading order its decay constant is $\kappa=2\pi|m|/\Lambda$ on both sides. If its bulk amplitude is $P_m$, continuity of value and slope gives $P_m(1-\tfrac12e^{-\kappa z})$ inside and $\tfrac12P_me^{\kappa z}$ outside. The missing amplitude integrates to $P_m/(2\kappa)$ per face. Since $P_m\propto\Lambda^2$ and $1/\kappa\propto\Lambda$, the faces change the reflectance at order $\Lambda^3$ for fixed height, against $\Lambda^2$ for the bulk correction.

\section{Example: hexagonal boron nitride lines}

Consider hBN lines in air with the optical axis along $z$. The TE field lies in the basal plane, so the out-of-plane permittivity does not enter. The in-plane index is taken as 2.1, a rough typical value in the red, so $\varepsilon_1=4.41$ and $\varepsilon_2=1$. The pitch is 100 nm, the line width 40 nm and the wavelength 633 nm. Then $f=0.4$, $\Delta=3.41$, $r=0.158$, and
\begin{align}
\bar\varepsilon&=0.4(4.41)+0.6(1)=2.364,\\
\frac{\pi^2}{3}(0.4\cdot0.6\cdot3.41\cdot0.158)^2&=0.0550 .
\end{align}
The $r^4$ term is $0.00059$. The sum through second order is 2.41899, and the root of the mode condition is 2.41952. Diagonalizing (\ref{wave}) in 121 plane waves also gives 2.41952. The first diffraction orders supply 97\% of the $r^2$ term.

At fixed wavelength, line fraction and permittivities, the pitch changes the result as follows.

\begin{center}
\begin{tabular}{cccc}
pitch (nm) & through $r^2$ & through $r^4$ & root\\
50 & 2.3777 & 2.3778 & 2.3778\\
100 & 2.4190 & 2.4196 & 2.4195\\
200 & 2.5840 & 2.5934 & 2.5890\\
300 & 2.8589 & 2.9068 & 2.8568
\end{tabular}
\end{center}

At 300 nm the shorter sum is the closer one. The $r^4$ term there is $+0.048$, while the remainder after it is $-0.050$, so the two nearly cancel. From 200 to 300 nm this remainder grows by a factor 11.3, close to $1.5^6=11.4$, because a negative $r^6$ term dominates it. At 300 nm that term is $-0.046$; the $r^8$, $r^{10}$ and $r^{12}$ terms are $-0.014$, $+0.008$ and $+0.005$, so the closeness of the two factors owes something to cancellation among the higher terms. The good agreement of the second-order sum at 300 nm is thus a cancellation for this line fraction and contrast, not a measure of how fast the series converges.

Where scatterometry data are fitted with a uniform-film model, the correction matters through the inferred line width. Suppose the modal value 2.41952 were known and interpreted with the average alone. The width would be $100\,(2.41952-1)/3.41=41.63$ nm, which is 1.63 nm too large. Including the $r^2$ term gives 40.02 nm. Both figures hold the pitch and the index fixed and leave out the film faces.

For a grating 80 nm high on a transparent model substrate of permittivity 2.25, the rigorously computed normal-incidence reflectance is 5.30\%. A uniform film of the same height gives 4.88\% with $\bar\varepsilon$ and 5.34\% with the $r^2$ term included. Among uniform films of this height with permittivity between 2.3 and 2.7, the one with the same reflectance has permittivity 2.4146, so the apparent correction is 92\% of the $r^2$ term. At this height the faces therefore lower the apparent permittivity by 0.005 from the modal value, equivalent to about 0.14 nm of line width. The size and sign of this shift depend on the height. Halving the pitch from 16 to 8 nm tests the orders in Remark 4. The reflectance error due to the faces falls as the power 3.00 of the pitch, and the bulk shift as the power 2.00.

As a model of a real etched film, the example is idealized in its vertical walls and known index, among other things. The photon energy, 1.96 eV, lies far below the band gap of hBN, roughly 6 eV, which supports the neglect of absorption in clean material. An index error of 0.01 moves $\bar\varepsilon$ by 0.017, about 0.5 nm of line width. Walls inclined by $2^\circ$ from the vertical change the width by 5.6 nm from top to bottom, and the local average permittivity by 0.19. That spread exceeds the $r^2$ correction, although it partly averages out if 40 nm is the width at mid-height; a slanted profile calls for a calculation layer by layer, which for this film moves the apparent permittivity by about $+0.014$ if the lines widen downward and $-0.012$ if they widen upward, roughly 0.4 nm of line width. Incidence at $65^\circ$, in the plane of Remark 3, raises the effective value by 0.005; the leading estimate there gives 0.0044. Tilting the optical axis by $2^\circ$ toward the direction of the lines lowers the average of the permittivity component along the lines by about 0.0006, for a rough out-of-plane index of 1.8; the weak field along $z$ that the tilt also induces is left out of this figure, and in the small-pitch limit it raises the reduction to about 0.0007. For these parameters the $r^2$ term is thus worth including, but wall angle and index must be controlled before the $r^4$ term can matter. The numerical output lists most of the values behind these figures.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength 633 nm, photon energy 1.959 eV
pitch 100 nm, line 40 nm, height 80 nm
line fraction 0.40, pitch/wavelength 0.15798
rough hBN in-plane index 2.10, permittivity 4.4100
space permittivity 1.00, substrate permittivity 2.25
average permittivity 2.364000
second-order correction 0.054992
fourth-order correction 0.000591
sum through second order 2.418992
sum through fourth order 2.419584
mode-condition root 2.419518
plane-wave eigenvalue (121 waves) 2.419518
share of first orders in correction 0.9673
next modal permittivity -37.434
its field decay length 16.47 nm
pitch nm | average | through 2nd | through 4th | root
50 | 2.36400 | 2.37775 | 2.37779 | 2.37778
100 | 2.36400 | 2.41899 | 2.41958 | 2.41952
200 | 2.36400 | 2.58397 | 2.59343 | 2.58899
300 | 2.36400 | 2.85893 | 2.90682 | 2.85681
line width inferred from average only 41.628 nm
line width inferred with 2nd order 40.015 nm
film reflectance, average permittivity 4.8834 %
film reflectance, with 2nd order 5.3384 %
grating reflectance, rigorous 5.3012 %
apparent film permittivity from reflectance 2.41457
apparent correction / 2nd-order term 0.9196
pitch power of face error, 16 to 8 nm 3.002
pitch power of bulk shift, 16 to 8 nm 2.001
oblique incidence 65 deg: shift 0.004824
index error 0.01: permittivity shift 0.01684
sidewall 2 deg off vertical: width spread 5.59 nm
same, spread of average permittivity 0.1905
rough hBN out-of-plane index 1.80
axis tilt 2 deg toward lines: shift -0.000570
\end{verbatim}
